# The logarithmic \(m\alpha^6\) term in the positronium ground-state hyperfine splitting, part 1

(Sections cited here and not found follow in the second part.)

The hyperfine splitting of the positronium ground state contains, at order \(m\alpha^6\), a term enhanced by the logarithm \(L=\ln(1/\alpha)\):
\[
E(1^3S_1)-E(1^1S_0)=\tfrac{7}{12}m\alpha^4+O(m\alpha^5)+\tfrac{5}{24}\,m\alpha^6L+O(m\alpha^6),\qquad \tfrac{5}{24}=\tfrac16+\tfrac1{24}.
\]
The part \(1/6\) comes from photon exchange between electron and positron, and the part \(1/24\) from virtual annihilation of the triplet into one photon. Only the coefficient of \(L\) is derived; the non-logarithmic \(m\alpha^6\) term needs momenta of order \(m\) and lies outside the method.

Units are \(\hbar=c=1\), so that \(m\alpha^2\) is one hartree. The exchange part is done for two spin-½ particles with \(g=2\), masses \(m_1,m_2\) and charges \(e_1e_2=-4\pi\alpha\), because the mass dependence supplies checks. Let \(\mu\) be the reduced mass, \(a=\mu/m_1\), \(b=\mu/m_2\), \(a+b=1\), \(\gamma=\mu\alpha\), \(\mathbf r=\mathbf r_1-\mathbf r_2=r\mathbf n\), \(\mathbf p_1=-\mathbf p_2=\mathbf p\). With \(H_0=p^2/2\mu+V\) and \(V=-\alpha/r\), the ground state is \(\psi=\psi_0e^{-\gamma r}\), \(\psi_0^2=\gamma^3/\pi\), and \(G'=[(E-H_0)^{-1}]'\) omits \(\psi\). A kernel taking \(\mathbf p\) to \(\mathbf p'\) depends on \(\mathbf q=\mathbf p'-\mathbf p\), \(\mathbf P=\mathbf p+\mathbf p'\), \(\Sigma=p^2+p'^2\) and \(\Delta=p'^2-p^2=\mathbf q\cdot\mathbf P\).

An expansion in \(p/m\) holds for \(r\gg r_0\sim1/m\), and its matrix elements diverge at small \(r\). A divergence \(1/r_0\) gives a term of the form \(\psi_0^2\alpha^2/m^2\), of order \(m\alpha^5\), which merges with a contact operator fixed at momenta of order \(m\). The expectation value of such an operator is proportional to \(\psi^2(r_0)=\psi_0^2(1-2\gamma r_0+\dots)\), a power series without a logarithm. A divergence \(\int dr/r\) is cut at \(r_0\) below and at the Bohr radius \(1/\gamma\) above and gives \(\ln(1/\gamma r_0)=L+\text{const}\); rescaling \(r_0\) changes only the constant, which at fixed mass ratio does not depend on \(\alpha\). An arrow, \(\to\), will mean "the part proportional to \(L\)". The task is to find every \(\int dr/r\) multiplying \(\psi_0^2\alpha^3/m^2\) that differs between triplet and singlet.

The operators follow from the Foldy–Wouthuysen reduction of \(H=\beta m+e\phi+O\), where \(O=\boldsymbol\alpha\cdot\boldsymbol\pi\) with the Dirac matrices \(\boldsymbol\alpha\) and \(\boldsymbol\pi=\mathbf p-e\mathbf A\). For the upper components it gives
\[
H_{FW}=e\phi+\frac{O^2}{2m}-\frac{O^4}{8m^3}-\frac{1}{8m^2}\big[O,[O,e\phi]+i\dot O\big]+\frac{e^2\mathbf E^2}{8m^3}+O(m^{-4}).
\]
Here \([O,e\phi]+i\dot O=-ie\boldsymbol\alpha\cdot(\nabla\phi+\dot{\mathbf A})=ie\,\boldsymbol\alpha\cdot\mathbf E\). From \(\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k\) follow \(O^2=\pi^2-e\boldsymbol\sigma\cdot\mathbf B\) and \([\boldsymbol\alpha\cdot\boldsymbol\pi,\boldsymbol\alpha\cdot\mathbf E]=-i\nabla\cdot\mathbf E+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\mathbf E-\mathbf E\times\boldsymbol\pi)\). The spin-dependent terms are therefore
\[
-\frac{e}{2m}\boldsymbol\sigma\cdot\mathbf B+\frac{e}{8m^3}\{p^2,\boldsymbol\sigma\cdot\mathbf B\}-\frac{e}{8m^2}\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E).
\]
The last term has three pieces: the spin–orbit coupling to \(\phi\); a coupling \((e/8m^2)\boldsymbol\sigma\cdot(\dot{\mathbf A}\times\mathbf p-\mathbf p\times\dot{\mathbf A})\), from \(\mathbf E\ni-\dot{\mathbf A}\); and a seagull \((e^2/4m^2)\boldsymbol\sigma\cdot\mathbf E\times\mathbf A\), from \(\boldsymbol\pi\ni-e\mathbf A\).

Each coefficient can be confirmed on the free spinor \(u(\mathbf p)=N\big(1,\ \boldsymbol\sigma\cdot\mathbf p/(E_p+m)\big)^T\). Here \(N=\sqrt{(E_p+m)/2E_p}\approx1-p^2/8m^2\) and \(N/(E_p+m)\approx(1-3p^2/8m^2)/2m\). The charge vertex is
\[
u'^\dagger u=1-\frac{\Sigma}{8m^2}+\frac{(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)}{4m^2}=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot\mathbf p'\times\mathbf p}{4m^2}.
\]
In the current \(\mathbf j=u'^\dagger\boldsymbol\alpha u\) the spin part of \(\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)\) is \(i\mathbf p\times\boldsymbol\sigma\), weighted by \(1-(3p^2+p'^2)/8m^2=1-\Sigma/4m^2+\Delta/8m^2\), and that of \((\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma\) is \(-i\mathbf p'\times\boldsymbol\sigma\), weighted by \(1-\Sigma/4m^2-\Delta/8m^2\). Thus
\[
\mathbf j=\frac{\mathbf P}{2m}+\dots+\frac{i}{2m}\Big[\boldsymbol\sigma\times\mathbf q\Big(1-\frac{\Sigma}{4m^2}\Big)+\frac{\Delta}{8m^2}\mathbf P\times\boldsymbol\sigma\Big].
\]
In \(-e\mathbf A\cdot\mathbf j\), with \(\mathbf B=i\mathbf q\times\mathbf A\), the first bracketed term reproduces the two \(\boldsymbol\sigma\cdot\mathbf B\) operators. The second is \((e/8m^2)(-i\Delta/2m)\,\boldsymbol\sigma\cdot\mathbf A\times\mathbf P\), which is the \(\dot{\mathbf A}\) coupling for \(\dot{\mathbf A}=-i\omega\mathbf A\) at the on-shell frequency \(\omega=\Delta/2m\).

The seagull is fixed by scattering an electron from rest to rest off a static \(\phi\) of momentum \(\mathbf k\) and a static \(\mathbf A\) of momentum \(-\mathbf k\). The Dirac resolvent at energy \(m\) is \((m+\beta m+\boldsymbol\alpha\cdot\mathbf k)/(-k^2)\), and \(u_0^\dagger\boldsymbol\alpha u_0=0\), so only \(\boldsymbol\alpha\cdot\mathbf k\) survives. The two orders (intermediate momenta \(\mathbf k\) and \(-\mathbf k\)) give exactly \(e^2\phi[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf k]/k^2=2ie^2\phi\,\boldsymbol\sigma\cdot\mathbf A\times\mathbf k/k^2\). The second-order terms of \(H_{FW}\) give the same expression multiplied by \((1+k^2/4m^2)\) from the denominator \(-k^2/2m+k^4/8m^3\), by \((1-k^2/8m^2)\) from the charge vertex and by \((1-k^2/4m^2)\) from the magnetic vertex, together \(1-k^2/8m^2\). The deficit is \(+ie^2\phi\,\boldsymbol\sigma\cdot\mathbf A\times\mathbf k/4m^2\), and this is \((e^2/4m^2)\boldsymbol\sigma\cdot\mathbf E\times\mathbf A\) for \(\mathbf E=-i\mathbf k\phi\).

The Breit Hamiltonian, of order \(m\alpha^4\), comes from Coulomb exchange, \(-4\pi\alpha/q^2\) times the charge vertices, and from static transverse exchange, \(+4\pi\alpha\,j_1^i(\delta^{ij}-q^iq^j/q^2)j_2^j/q^2\), whose sign is derived below with the photon resolvent. Two Fourier transforms are needed. Since \(\nabla^2(-r/2)=-1/r\), one has \(4\pi/q^4\leftrightarrow-r/2\), so \(4\pi q^iq^j/q^4\leftrightarrow\partial_i\partial_jr/2=(\delta^{ij}-n^in^j)/2r\), and the transverse kernel is \((\delta^{ij}+n^in^j)/2r\). Further,
\[
\frac{q^iq^j}{q^2}\leftrightarrow-\partial_i\partial_j\frac{1}{4\pi r}=\frac{\delta^{ij}}{3}\delta^3(\mathbf r)+\frac{\delta^{ij}-3n^in^j}{4\pi r^3},
\]
where the contact term is required because the trace must be \(\delta^3(\mathbf r)\). The convection currents are \(\pm\mathbf P/2m_{1,2}\), and the transverse part of \(\mathbf P\) is twice that of \(\mathbf p\) or of \(\mathbf p'\). Together with the \(-q^2/8m^2\) vertices and the kinetic correction this gives
\[
H_A=-\frac{p^4}{8}\Big(\frac1{m_1^3}+\frac1{m_2^3}\Big)+\frac{\pi\alpha}{2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta^3(\mathbf r)-\frac{\alpha}{2m_1m_2}\,p^i\,\frac{\delta^{ij}+n^in^j}{r}\,p^j .
\]
The spin currents are \((i/2m_1)\boldsymbol\sigma_1\times\mathbf q\) and \(-(i/2m_2)\boldsymbol\sigma_2\times\mathbf q\), since particle 2 receives \(-\mathbf q\). Their kernel is \((\pi\alpha/m_1m_2)[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)/q^2]\), that is
\[
H_B=c_0\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3(\mathbf r),\quad c_0=\frac{2\pi\alpha}{3m_1m_2};\qquad H_T=\frac{t\,S_{12}}{r^3},\quad t=\frac{\alpha}{4m_1m_2},
\]
with \(S_{12}=3(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). The terms with one spin are proportional to a spin dotted into the orbital angular momentum; they annihilate \(\psi\) and drop out in first and second order. As \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\) equals \(1\) in the triplet and \(-3\) in the singlet, the Fermi splitting is \(E_F=4c_0\psi_0^2=8\pi\alpha\psi_0^2/3m_1m_2\), which for positronium (\(\psi_0^2=m^3\alpha^3/8\pi\)) is \(m\alpha^4/3\). Each exchange contribution is written \(x\,E_F\alpha^2L\).

Second order needs \(G'(\mathbf r,0)\) at small \(r\), where it obeys \((\nabla^2/2\mu+\alpha/r)G'=\delta^3(\mathbf r)\) up to milder terms. Put \(G'=-(\mu/2\pi)(1/r+g_1)\); the first term produces the delta function. Then \(\nabla^2g_1=-2\gamma/r^2\), and \(\nabla^2\ln r=1/r^2\) gives \(g_1=-2\gamma\ln\gamma r\). The neglected terms \((\alpha/r)g_1\), \(EG'\) and \(\psi\psi_0\) are sources of order \(\ln r/r\), \(1/r\) and \(1\), whose response vanishes at least like \(r\ln r\). At \(r\sim r_0\), \(\ln\gamma r\to-L\). In the same way, if a perturbation acting on \(\psi\) gives \(s\psi_0/r^2\), then \(\nabla^2\delta\psi/2\mu=s\psi_0/r^2\). The two rules are
\[
G'(0,0)\to-\frac{\mu\gamma}{\pi}L,\qquad \delta\psi(0)\to-2\mu s\,\psi_0L .
\]

The cross term \(2\langle H_BG'H_A\rangle\) equals \(E_F\cdot2\,\delta\psi_A(0)/\psi_0\) in the splitting. For the kinetic term, \(p^2\psi=2\mu(E+\alpha/r)\psi\) and \(p^2(e^{-\gamma r}/r)=4\pi\delta^3(\mathbf r)-\gamma^2e^{-\gamma r}/r\), so \(p^4\psi=8\pi\gamma\psi_0\delta^3(\mathbf r)+O(1/r)\) and \(\langle\delta\,G'p^4\rangle\to-8\mu\gamma^2\psi_0^2L\). Letting \(p^2\) act on each side gives the same value without that delta function: with \(\chi=G'\delta\,\psi\approx-\mu\psi_0/2\pi r\), the product \(\langle p^2\chi|p^2\psi\rangle\) contains \(4\gamma^2\int\chi\psi\,d^3r/r^2\to-8\mu\gamma^2\psi_0^2L\). The orbit tensor is divergence-free, because \(\partial_i(\delta^{ij}/r)=-n^j/r^2\) and \(\partial_i(r^ir^j/r^3)=+n^j/r^2\). It therefore gives \(-(\nabla^2\psi+\psi'')/r=-(2\psi''+2\psi'/r)/r=2\gamma\psi_0/r^2+O(1/r)\), so \(s=-\alpha\gamma/m_1m_2\). Then
\[
\frac{\delta\psi_A(0)}{\psi_0}\to\alpha^2L\Big[(a^3+b^3)-\tfrac12(a^2+b^2)+2ab\Big],
\]
and with \(a^2+b^2=1-2ab\), \(a^3+b^3=1-3ab\),
\[
x_{AB}=2-6ab-1+2ab+4ab=1 .
\]

In \(\langle H_BG'H_B\rangle=c_0^2(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)^2\psi_0^2G'(0,0)\) the spin factor is \(1-9=-8\), so the ratio to \(E_F\) is \(-2c_0G'(0,0)\to\tfrac43\alpha\mu\gamma L/m_1m_2\), and \(x_{BB}=4ab/3\).

The tensor force mixes in only a D wave, so its cross terms with \(H_A\) and \(H_B\) vanish by angular integration. For its square take \(\mathbf n\) along \(z\) and let \(X,Y,Z\) be \(\sigma_1^x\sigma_2^x\) and so on. They commute, \(Z^2=1\), \(ZX=-Y\), \(ZY=-X\), so \(Z\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=1+Z-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). With \((\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)^2=3-2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\) this yields \(S_{12}^2=6+2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-2S_{12}\), whose angular average is 8 for the triplet and 0 for the singlet. Write \(\delta\psi=S_{12}\psi_0f(r)\):
\[
\frac1{2\mu}\Big(f''+\frac2rf'-\frac6{r^2}f\Big)+\frac\alpha rf+Ef=\frac{t}{r^3}(1-\gamma r+\dots).
\]
The bracket maps \(r^k\) to \([k(k+1)-6]r^{k-2}\), with factor \(-6\) for both \(k=-1\) and \(k=0\). For \(f=f_{-1}/r+f_0\), order \(r^{-3}\) gives \(-3f_{-1}/\mu=t\), so \(f_{-1}=-\mu t/3\), and order \(r^{-2}\) gives \(-3f_0/\mu+\alpha f_{-1}=-\gamma t\), so \(f_0=2\mu\gamma t/9\). The homogeneous solution \(r^{-3}\) enters with a weight \(\propto r_0^2\) and yields only powers of \(r_0\) at this order; the solution \(r^2\) gives a convergent integral. In \(4\pi\int r^2dr\,t\,e^{-\gamma r}f/r^3\) the \(1/r\) term has coefficient \(4\pi t(f_0-\gamma f_{-1})=\tfrac{20\pi}{9}\mu\gamma t^2\). Hence
\[
x_{TT}\,\alpha^2=8\cdot\frac{20\pi}{9}\mu\gamma\,\frac{\alpha^2}{16m_1^2m_2^2}\cdot\frac{3m_1m_2}{8\pi\alpha},\qquad x_{TT}=\frac{5}{12}ab .
\]
The full second-order triplet energy is negative through its \(1/r_0\) part; the logarithm is a subleading piece and carries no sign constraint.

First-order operators must carry both spins, one from a vertex on each particle, and be of order \(\alpha p^2/m^4\) or \(\alpha^2/m^3r^4\). The list of vertices leaves five: Coulomb exchange between the two spin–orbit vertices; \(\boldsymbol\sigma\cdot\mathbf B\) against \(\{p^2,\boldsymbol\sigma\cdot\mathbf B\}\); \(\boldsymbol\sigma\cdot\mathbf B\) against the \(\dot{\mathbf A}\) vertex; retardation between two \(\boldsymbol\sigma\cdot\mathbf B\) vertices; and the seagull with \(\mathbf E\) from the partner's charge and \(\mathbf A\) from its spin. The terms \(e^2A^2/2m\) and \(e^2E^2/8m^3\) lack the spin of the particle they sit on. Two transverse photons in flight together give \((m\alpha^4)^2/k\) with \(k\sim m\alpha\), which is \(m\alpha^7\). Radiative corrections produce operators of order \(m\alpha^5\), whose second-order terms with the Breit Hamiltonian are \(m\alpha^5\cdot m\alpha^4/m\alpha^2=m\alpha^7\), and contact terms at \(m\alpha^6\). These exclusions rest on power counting and are not among the numerical tests. Between S states only the rotational average survives, \(\sigma_1^i\sigma_2^jT^{ij}\Rightarrow\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,T^{kk}/3\).

The second-order exchange terms of the Breit Hamiltonian have given \(x_{AB}=1\), \(x_{BB}=4ab/3\) and \(x_{TT}=5ab/12\). What remains is to evaluate the five first-order exchange operators and the annihilation contribution, and to check the total.
